\section*{When Infinitely Coupled Double Wells Show Two Displacement Peaks at the Transition, part 1}

(Sections cited here and not found follow in the second part.)

\section{From the coupled wells to the shape criterion}

\textbf{Q.} I am told that double wells joined by springs of infinite range have a two-peaked displacement distribution at their transition only under a condition on the springs. I doubt it. Every site sits in a double well, and at the transition neither side is preferred. Should there not be two peaks in every case? Begin with the model.

\textbf{A.} There are $N$ sites with scalar displacements $u_i$ and potential energy
\begin{equation}
E=\sum_i V(u_i)+\frac{J}{4N}\sum_{i,j}(u_i-u_j)^2,\qquad J>0. \label{model}
\end{equation}
The double sum counts each pair twice, so the spring between two given sites has stiffness $J/N$. The statistics are classical: the kinetic energy gives a factor that does not depend on the positions, and it drops out of their distribution.

The well $V$ is smooth and even, with $V''(0)=-A$ and $A>0$. I also assume that
\begin{equation}
W(u)=\frac{V'(u)}{u}
\end{equation}
increases strictly for $u>0$, from $W(0)=-A$ to a positive or infinite limit $k_\infty$. Then $W$ vanishes at one positive $u_0$, and $V$ has two minima, at $\pm u_0$. The quartic well $-Au^2/2+bu^4/4$ with $b>0$ qualifies, since $W=-A+bu^2$.

Now expand the springs:
\begin{align}
\frac{J}{4N}\sum_{i,j}(u_i^2+u_j^2-2u_iu_j)
&=\frac{J}{4N}\Big[2N\sum_iu_i^2-2\Big(\sum_iu_i\Big)^2\Big]\nonumber\\
&=\frac J2\sum_iu_i^2-\frac{J}{2N}\Big(\sum_iu_i\Big)^2 .
\end{align}
The first term acts on each site separately. It turns the well into
\begin{equation}
\varphi(u)=V(u)+\tfrac12Ju^2,\qquad \varphi''(0)=J-A .
\end{equation}
This is where your picture needs care. If all sites move together, no spring is stretched and the curvature per site is $-A$. If one site moves while the others stay at zero, its curvature is $J-A$ for large $N$, which may be positive.

\textbf{Q.} That depends on how you write the coupling. I could start from $-(J/2N)(\sum_iu_i)^2$ and call it harmonic too.

\textbf{A.} You could, and the criterion would then read differently. With that bare bilinear coupling, the on-site potential you write down is already $\varphi$. Its distribution at zero mean field has two peaks whenever $\varphi$ itself is a double well, with no comparison to $J$. In what follows $J$ belongs to true springs, as in \eqref{model}, and $A$ is the negative curvature of $V$ before the springs load the site.

\textbf{Q.} Very well. But a site feels all the others. How do you extract the distribution of one site without assuming that the others can be replaced by their mean?

\textbf{A.} A Gaussian integral does it at any $N$. Write $\beta=1/k_BT$ and $S=\sum_iu_i$. Completing the square,
\begin{equation}
-\frac{N\beta J}{2}h^2+\beta JhS=-\frac{N\beta J}{2}\Big(h-\frac SN\Big)^2+\frac{\beta JS^2}{2N},
\end{equation}
and integrating over $h$ gives
\begin{equation}
e^{\beta JS^2/2N}=\sqrt{\frac{N\beta J}{2\pi}}\int dh\,e^{-N\beta Jh^2/2+\beta JhS}.
\end{equation}
For fixed $h$ the Boltzmann weight is now a product over sites. Define
\begin{equation}
z(h)=\int du\,e^{-\beta\varphi(u)+\beta Jhu},\qquad
p_h(u)=\frac{e^{-\beta\varphi(u)+\beta Jhu}}{z(h)} .
\end{equation}
Integrating over all sites but one gives $z(h)^{N-1}$, and the remaining site contributes $z(h)p_h(u)$. Hence the one-site density is
\begin{equation}
P_N(u)=\int dh\,w_N(h)\,p_h(u),\qquad w_N(h)\propto e^{-N\beta f(h)}, \label{mixture}
\end{equation}
\begin{equation}
f(h)=\tfrac12Jh^2-k_BT\ln z(h).
\end{equation}
For large $N$ the weight $w_N$ gathers at the lowest minima of $f$.

The integral converges. Choose $k$ with $0<k<k_\infty$; then $V(u)\ge ku^2/2-c$ for some constant $c$. The Gaussian integral that bounds $z(h)$ gives $k_BT\ln z\le J^2h^2/[2(J+k)]+\text{const}$, so
\begin{equation}
f(h)\ge\frac{Jk}{2(J+k)}h^2-\text{const}. \label{growth}
\end{equation}

\textbf{Q.} And where is the transition?

\textbf{A.} Let $\langle\cdot\rangle_h$ be the average over $p_h$. Differentiating,
\begin{equation}
f'(h)=J\big(h-\langle u\rangle_h\big),\qquad
f''(h)=J\big[1-\beta J\big(\langle u^2\rangle_h-\langle u\rangle_h^2\big)\big].
\end{equation}
A minimum therefore has $h$ equal to the mean displacement. Write $M_{2n}=\langle u^{2n}\rangle_0$. The symmetric point $h=0$ loses stability when
\begin{equation}
\beta JM_2=1. \label{critical}
\end{equation}

\textbf{Q.} That equation might have several roots, or none.

\textbf{A.} It has one. Put $y=\sqrt\beta\,u$, so that $\beta M_2=\langle y^2\rangle$, and write $\varphi(u)=g(s)$ with $s=u^2=y^2/\beta$. The exponent is $\beta g(y^2/\beta)$. At fixed $y$,
\begin{equation}
\frac{\partial}{\partial\beta}\,\beta g(y^2/\beta)=g(s)-s\,g'(s),
\end{equation}
and therefore
\begin{equation}
\frac{d\langle y^2\rangle}{d\beta}=\operatorname{Cov}\big(y^2,\;s\,g'(s)-g(s)\big).
\end{equation}
Since $\varphi'(u)=2u\,g'(s)$, we have $2g'=J+W$, which increases with $s$. The derivative of $sg'-g$ is $sg''\ge0$, so both entries of the covariance increase with $y^2$. Such a covariance is positive, because
\begin{equation}
\operatorname{Cov}(F,G)=\tfrac12\big\langle(F-\tilde F)(G-\tilde G)\big\rangle, \label{cov}
\end{equation}
where the tilde marks an independent copy, and the two brackets have the same sign. Thus $\beta M_2$ rises on cooling.

At high temperature $u=y/\sqrt\beta$ explores the outer walls, and $\beta M_2$ tends to $1/(J+k_\infty)$, or to zero for infinite $k_\infty$. Either is below $1/J$. At low temperature there are two cases. For $J>A$ the minimum of $\varphi$ is at zero with curvature $J-A$, and $\beta M_2\to1/(J-A)>1/J$. For $J\le A$ the product $\beta M_2$ grows without limit. So \eqref{critical} has one root $T_c$.

\textbf{Q.} You have found where $h=0$ becomes locally unstable. A first-order jump could come earlier, at a higher temperature. Then your $T_c$ is never reached in equilibrium.

\textbf{A.} That must be excluded for all $h$, and moments are enough to do it. The integral of $d(u^{2n+1}e^{-\beta\varphi})/du$ vanishes. With $\varphi'=u(J+W)$ this reads
\begin{equation}
(2n+1)M_{2n}=\beta\big\langle u^{2n+2}(J+W)\big\rangle_0 .
\end{equation}
Divide by $M_{2n+2}$:
\begin{equation}
\frac{(2n+1)M_{2n}}{M_{2n+2}}=\beta\big(J+\overline W_n\big),\qquad
\overline W_n=\frac{\langle u^{2n+2}W\rangle_0}{M_{2n+2}} . \label{ratio}
\end{equation}
Here $\overline W_n$ is an average of $W$ with extra weight on large displacements. Take $u^2p_0/M_2$ as a probability density. Both $u^{2n}$ and $W$ increase with $|u|$, so \eqref{cov} gives $\overline W_n>\overline W_0$ for $n\ge1$. The case $n=0$ of \eqref{ratio} is $\beta(J+\overline W_0)=1/M_2$. Therefore
\begin{equation}
M_{2n+2}\le(2n+1)M_2M_{2n}, \label{moment}
\end{equation}
with strict inequality for $n\ge1$. By repetition, $M_{2n}\le(2n-1)!!\,M_2^n$, the value for a Gaussian of the same variance.

Odd moments vanish, and $(2n-1)!!/(2n)!=1/(2^nn!)$, so
\begin{equation}
\frac{z(h)}{z(0)}=\sum_{n\ge0}\frac{(\beta Jh)^{2n}}{(2n)!}M_{2n}
\le\exp\!\Big[\tfrac12(\beta Jh)^2M_2\Big].
\end{equation}
Taking the logarithm and multiplying by $-k_BT$ reverses the inequality:
\begin{equation}
f(h)-f(0)\ge\tfrac12Jh^2\big(1-\beta JM_2\big). \label{bound}
\end{equation}
For $h\ne0$ the inequality is strict. At every $T\ge T_c$ the right side is not negative, so $h=0$ is the one global minimum. No jump comes first.

Below $T_c$, $f''(0)<0$ and the minima lie at nonzero $\pm h_*$. By \eqref{growth} they stay bounded as $T\to T_c$ from below. Any limit point must be a global minimum of $f$ at $T_c$, hence zero. The order sets in continuously. I have not excluded a further jump deep inside the ordered phase for a general $V$, and the argument about $T_c$ does not need that.

\textbf{Q.} At $T_c$ itself $f''(0)=0$. The weight $w_N$ then has no Gaussian width. May you still replace $h$ by zero?

\textbf{A.} Yes, though the approach is slower. Expanding $\ln z$ to fourth order at $T_c$ gives
\begin{equation}
f(h)-f(0)=c_4h^4+\dots,\qquad
c_4=\frac{k_BT_c}{24}(\beta J)^4\big(3M_2^2-M_4\big), \label{c4}
\end{equation}
and $c_4>0$ by \eqref{moment} with $n=1$. The width of $w_N$ shrinks as $N^{-1/4}$. With $a=N\beta c_4$ and the substitution $x=ah^4$,
\begin{equation}
\langle h^2\rangle=\frac{\int h^2e^{-ah^4}dh}{\int e^{-ah^4}dh}
=\frac{\Gamma(3/4)}{\Gamma(1/4)}\frac1{\sqrt{N\beta c_4}}
\end{equation}
to leading order. The first-order term in $h$ averages out in \eqref{mixture}. The second derivative of $p_h$ at $h=0$ is $(\beta J)^2(u^2-M_2)p_0$, so
\begin{equation}
P_N(u)\simeq p_0(u)\Big[1+\tfrac12(\beta J)^2\langle h^2\rangle(u^2-M_2)\Big].
\end{equation}
The correction falls as $N^{-1/2}$. It takes weight from the centre, so a finite system can show a central dip when $J$ is slightly above the limiting threshold. In the limit,
\begin{equation}
p_0(u)\propto\exp\!\Big\{-\frac{V(u)+\frac12Ju^2}{k_BT_c}\Big\}. \label{density}
\end{equation}

\textbf{Q.} Then the answer is in the shape of $\varphi$, not of $V$.

\textbf{A.} It is. The slope of the logarithm of \eqref{density} is
\begin{equation}
\frac{d\ln p_0}{du}=-\beta u\,[J+W(u)] .
\end{equation}
For $u>0$ the bracket increases from $J-A$ to a positive value. If $A>J$, it starts negative and vanishes once, at $u_p$. The density rises from the centre to $u_p$ and then falls, and symmetry supplies the second peak at $-u_p$. If $A\le J$, the bracket is positive for every $u>0$, and the density falls from a single central peak. At $A=J$ that peak has zero curvature. Thus
\begin{equation}
\text{two peaks at }T_c\iff A>J . \label{criterion}
\end{equation}
The peaks satisfy $W(u_p)=-J<0=W(u_0)$, hence $u_p<u_0$: they lie inside the minima of $V$, because the springs pull each site towards the mean, which is zero.

\textbf{Q.} Temperature has vanished from the criterion. What, then, is special about the transition?

\textbf{A.} The number of peaks is the same at every $T\ge T_c$, since $h=0$ throughout. What $T_c$ marks is the end of that symmetric range. Below it, one ordered domain has the tilted density $p_{h_*}$, whose stationary points solve $\varphi'(u)=Jh_*$. For $J\ge A$ the function $\varphi'=u(J+W)$ is odd and increasing, so there is one peak, displaced from zero. For $J<A$ a second, lower peak survives near $T_c$ while the tilt is small.

The softening of the uniform mode does not separate the two cases. A small uniform force $F$ gives $\langle u\rangle=\beta M_2(F+J\langle u\rangle)$, so the static stiffness is
\begin{equation}
\frac{F}{\langle u\rangle}=\frac1{\beta M_2}-J ,
\end{equation}
which goes to zero at $T_c$ whether the site has one peak or two.

For springs of infinite range and a well whose $V'/u$ increases for $u>0$ to a positive or infinite limit, order sets in continuously at a single $T_c$, and the one-site distribution there has two peaks if and only if $A>J$. It remains to evaluate $T_c$ and the peaks for the quartic well, to test the conditions on $V'/u$ and on the range of the springs, and to apply the model to an oxide.
